# How magnetocrystalline anisotropy energy relates to the spin-orbit expectation value, part 1

(Sections cited here and not found follow in the second part.)

A thin ferromagnetic film can hold its magnetization perpendicular to its plane, and turning the magnetization into the plane then costs energy. The part of this cost that comes from the electronic structure is the magnetocrystalline anisotropy energy. The kinetic energy, the crystal potential and the Coulomb repulsion do not change when all spins are rotated together, so without spin-orbit coupling every direction of the magnetization has the same electronic energy. (The magnetic dipole interaction, which gives the separate shape anisotropy, is left out of the Hamiltonian throughout.) The spin-orbit term $\xi\,\mathbf L\cdot\mathbf S$ ties the spin direction to the orbitals, and through them to the lattice. Someone who has computed the electronic states for two directions of the magnetization has a choice of quantities to subtract: the two total energies, which are large and nearly equal, or the two expectation values of the spin-orbit term, which are small and can be split by atom, orbital and spin.

## The belief and its appeal

Let $E(\mathbf m)$ be the energy with the magnetization along the unit vector $\mathbf m$, let $E_{SO}(\mathbf m)=\langle\xi\,\mathbf L\cdot\mathbf S\rangle$ in the corresponding state, and for any quantity $X$ write $\Delta X=X(\hat x)-X(\hat z)$. The anisotropy energy is $K=\Delta E$, positive when $z$ is the easy axis. The belief is that $K=\Delta E_{SO}$.

Three true facts support it. The spin-orbit term is the only term of the Hamiltonian that knows how $\mathbf m$ lies in the lattice, so it seems that only its expectation value can depend on $\mathbf m$. First-order perturbation theory says that an energy shift is the expectation value of the perturbation. And the derivative of $E$ with respect to the angle of $\mathbf m$ is exactly the expectation value of the angular derivative of the spin-orbit operator, with no extra factor.

The flaw is that an operator that does not depend on $\mathbf m$ can have an expectation value that does, because the state depends on $\mathbf m$. The first-order rule takes the expectation value in the unperturbed state, and there it vanishes when the orbital moment is quenched. $E_{SO}$ is nonzero only because the state has been distorted, and the distortion has a price in the rest of the Hamiltonian.

## The model and the quenched first order

Energies are in eV or meV per site and $\hbar=1$. Take $H=H_0+\xi V$ with $V=\mathbf L\cdot\mathbf S$, for independent electrons in a $d$ shell. $H_0$ consists of real crystal-field levels $\varepsilon_a$ and an exchange term $-\tfrac J2\,\boldsymbol\sigma\cdot\mathbf m$ of fixed size, so majority ($\uparrow$) levels lie at $\varepsilon_a-J/2$ and minority ($\downarrow$) levels at $\varepsilon_a+J/2$. In the model $\mathbf m$ is thus the direction of the exchange field; for $\mathbf m$ along $\hat x$ or $\hat z$ the spin moment is parallel to it, while at oblique angles spin-orbit coupling can tilt the moment slightly away. Quantize the spin along $\mathbf m$ and complete $\mathbf m$ to a right-handed triad $(\mathbf e_1,\mathbf e_2,\mathbf m)$. Expanding the scalar product in this triad, with $\mathbf S=\boldsymbol\sigma/2$,

$$V=\tfrac12\left(\sigma_zL_m+\sigma_xL_1+\sigma_yL_2\right),\qquad L_m=\mathbf L\cdot\mathbf m,\quad L_i=\mathbf L\cdot\mathbf e_i .$$

In this frame the matrix of $H_0$ is diagonal and the same for all $\mathbf m$, and the whole dependence on direction sits in $V$.

A $d$ orbital is a quadratic form $\mathbf r^TQ\,\mathbf r$ with $Q$ symmetric and traceless. The average over the unit sphere of $x_ix_jx_kx_l$ is $(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})/15$, so the overlap of two such forms is $\tfrac2{15}\mathrm{Tr}\,QQ'$, and an orthogonal set of equal norm is $d_{xy}=\sqrt2xy$, $d_{yz}=\sqrt2yz$, $d_{xz}=\sqrt2xz$, $d_{z^2}=(2z^2-x^2-y^2)/\sqrt6$, $d_{x^2-y^2}=(x^2-y^2)/\sqrt2$. With $L_z=-i(x\partial_y-y\partial_x)$,

$$L_zd_{x^2-y^2}=-i\,\frac{-2xy-2xy}{\sqrt2}=2i\,d_{xy},\qquad L_zd_{xz}=i\sqrt2\,yz=i\,d_{yz},\qquad L_zd_{z^2}=0 .$$

With $L_x=-i(y\partial_z-z\partial_y)$ one finds $L_xd_{xy}=i\,d_{xz}$ and $L_xd_{yz}=-i\sqrt2(y^2-z^2)$. Matching the coefficients of $x^2,y^2,z^2$ gives $y^2-z^2=-\tfrac12(2z^2-x^2-y^2)-\tfrac12(x^2-y^2)$, so $L_xd_{yz}=i\sqrt3\,d_{z^2}+i\,d_{x^2-y^2}$. With $L_y=-i(z\partial_x-x\partial_z)$ one finds $L_yd_{xy}=-i\,d_{yz}$ and $L_yd_{xz}=-i\sqrt2(z^2-x^2)$, and $z^2-x^2=\tfrac12(2z^2-x^2-y^2)-\tfrac12(x^2-y^2)$ gives $L_yd_{xz}=-i\sqrt3\,d_{z^2}+i\,d_{x^2-y^2}$. Hermiticity supplies the remaining elements. The nonzero squared moduli are:

| operator | pairs and squared moduli |
|---|---|
| $L_z$ | $xy$–$(x^2{-}y^2)$: 4; $xz$–$yz$: 1 |
| $L_x$ | $yz$–$z^2$: 3; $yz$–$(x^2{-}y^2)$: 1; $xy$–$xz$: 1 |
| $L_y$ | $xz$–$z^2$: 3; $xz$–$(x^2{-}y^2)$: 1; $xy$–$yz$: 1 |

Each $L_a$ is $-i$ times a real operator, so its elements between real orbitals are imaginary, and a diagonal element, which must be real for a Hermitian operator, is zero. Suppose the ground state $|0\rangle$ of $H_0$ is a single determinant, separated by a gap from all others. Its orbitals are real functions times a spin along or against $\mathbf m$. The diagonal elements of $\sigma_x$ and $\sigma_y$ vanish in such spin states and those of $L_m$ vanish in such orbitals, so $\langle0|V|0\rangle=0$ for every $\mathbf m$. This is quenching.

Two inequalities follow for each direction. The variational principle for $H$ with the trial state $|0\rangle$ gives $E\le E_0$. The variational principle for $H_0$ with the exact state as trial state gives $\langle H_0\rangle\ge E_0$, so $E_{SO}=E-\langle H_0\rangle\le E-E_0\le0$. The spin-orbit expectation value is at least as negative as the true energy gain. How much more negative is the question.

## Second order: gain, cost and sum

Write $|\Psi\rangle=|0\rangle+\xi|1\rangle+\xi^2|2\rangle+\dots$ with $\langle0|n\rangle=0$ for $n\ge 1$, and $E=E_0+\xi e_1+\xi^2e_2+\dots$. The terms of order $\xi$ in $H|\Psi\rangle=E|\Psi\rangle$ give

$$(H_0-E_0)|1\rangle=(e_1-V)|0\rangle,\qquad e_1=\langle 0|V|0\rangle=0 .$$

$V=\sum_{pq}V_{pq}a_p^\dagger a_q$ is a one-body operator, so it connects $|0\rangle$ only to the states $|uo\rangle=a_u^\dagger a_o|0\rangle$, in which an electron has moved from an occupied spin-orbital $o$ to an unoccupied one $u$. The matrix element is $V_{uo}$ and the excitation energy is $\omega_{uo}>0$. Projecting on $\langle uo|$ gives $|1\rangle=\sum C_{uo}|uo\rangle$ with $C_{uo}=-V_{uo}/\omega_{uo}$. Define $A=\sum_{uo}|V_{uo}|^2/\omega_{uo}>0$.

In the spin-orbit expectation value the term $\langle0|V|0\rangle$ is zero, so the leading terms are the two cross terms, and the norm $1+O(\xi^2)$ matters only later:

$$E_{SO}=\xi^2\left(\langle0|V|1\rangle+\langle1|V|0\rangle\right)+O(\xi^3)=\xi^2\cdot2\,\mathrm{Re}\sum_{uo}V_{uo}^*C_{uo}+O(\xi^3)=-2\xi^2A+O(\xi^3).$$

In $\langle\Psi|H_0-E_0|\Psi\rangle$ every term with $|0\rangle$ on either side vanishes because $(H_0-E_0)|0\rangle=0$. This removes the terms $\langle0|\cdot|2\rangle$, which would otherwise be of order $\xi^2$, and leaves

$$\langle H_0\rangle-E_0=\xi^2\langle1|H_0-E_0|1\rangle+O(\xi^3)=\xi^2\sum_{uo}|C_{uo}|^2\omega_{uo}+O(\xi^3)=+\xi^2A+O(\xi^3).$$

The sum is $E-E_0=-\xi^2A$. The gain in the spin-orbit term is linear in the admixture and comes twice, once from the bra and once from the ket. The cost in $H_0$ is quadratic in the admixture and comes once. Since this holds for each direction, it holds for the differences: at order $\xi^2$,

$$K=\tfrac12\Delta E_{SO},\qquad \Delta\langle H_0\rangle=-\tfrac12\Delta E_{SO}=-K .$$

The cost is positive in each direction, but it is larger in the direction where the gain is larger, so its anisotropy has the sign opposite to $K$. A spring loaded by a constant force does the same: minimizing $\tfrac12\kappa c^2-gc$ gives $c=g/\kappa$, the load loses $g^2/\kappa$ and the spring stores half of that.

Now take a full majority shell. The excitations are $\downarrow\to\downarrow$, with $V_{uo}=-\tfrac12(L_m)_{uo}$, and $\uparrow\to\downarrow$, where $(\sigma_x)_{\downarrow\uparrow}=1$ and $(\sigma_y)_{\downarrow\uparrow}=i$ give $V_{uo}=\tfrac12(L_1+iL_2)_{uo}$. Write $\mathbf L_{uo}=i\mathbf a$ with $\mathbf a$ a real vector. Then $(L_1+iL_2)_{uo}=ia_1-a_2$, whose squared modulus is $a_1^2+a_2^2=|\mathbf a|^2-a_m^2$. Hence

$$e_2=-\tfrac14\left(S_c+S_f\right),\qquad S_c=\sum_{\downarrow\to\downarrow}\frac{|(L_m)_{uo}|^2}{\varepsilon_u-\varepsilon_o},\qquad S_f=\sum_{\uparrow\to\downarrow}\frac{|\mathbf L_{uo}|^2-|(L_m)_{uo}|^2}{J+\varepsilon_u-\varepsilon_o}.$$

In the table each pair of orbitals appears under one component only, so $|(L_m)_{uo}|^2=\sum_am_a^2|(L_a)_{uo}|^2$ without cross terms. If $xz$ and $yz$ are degenerate and equally filled, the $x$ and $y$ sums are equal, and with $m_z^2=\cos^2\theta$ the second-order energy is $e_2(\hat z)+k_2\sin^2\theta$, where $k_2=\Delta e_2$.

The same half sits inside Bruno's relation between anisotropy and orbital moment. For a perturbation $-hL_m$ on the minority electrons the amplitudes are $h(L_m)_{uo}/\omega_{uo}$, and the two cross terms give $\langle L_m\rangle=\chi h$ with $\chi=2S_c$. For $h=\xi/2$ the spin-conserving part of $E_{SO}$ is $-\tfrac\xi2\langle L_m\rangle$, while the spin-conserving part of the energy is $-\tfrac{\xi^2}4S_c=-\tfrac\xi4\langle L_m\rangle$. One factor $\tfrac12$ is the spin and the other is the cost of distortion.

## A number

Take a $d^6$ site with round model parameters: $\varepsilon_{xy}=0$, $\varepsilon_{yz}=\varepsilon_{xz}=0.5$, $\varepsilon_{z^2}=0.8$, $\varepsilon_{x^2-y^2}=1.0$ eV, $J=3$ eV, $\xi=50$ meV. The majority shell is full and the minority electron is in $xy$. The numerical check, with its output, diagonalizes the $10\times10$ Hamiltonian and supplies the numbers used here.

The minority $xy$ electron is excited by $L_z$ to $x^2-y^2$ and by $L_x$ to $xz$, so $S_c(\hat z)=4/1.0=4$ eV$^{-1}$ and $S_c(\hat x)=1/0.5=2$ eV$^{-1}$. In the spin-flip sums $u$ may be any orbital but $xy$. The $L_x$ pairs give $3/2.7$ ($z^2\!\uparrow\to yz\!\downarrow$), $3/3.3$ (the reverse), $1/2.5$ ($x^2{-}y^2\to yz$), $1/3.5$ (the reverse) and $1/3.5$ ($xy\to xz$). The $L_y$ pairs give the same total. The $L_z$ pairs give $4/4.0$ ($xy\to x^2{-}y^2$) and $1/3$ twice. For $\mathbf m=\hat z$ the flips use $L_x$ and $L_y$, and for $\mathbf m=\hat x$ they use $L_y$ and $L_z$:

$$S_f(\hat z)=2\left(\tfrac3{2.7}+\tfrac3{3.3}+\tfrac1{2.5}+\tfrac2{3.5}\right)=5.9833\ \mathrm{eV^{-1}},$$
$$S_f(\hat x)=\left(\tfrac3{2.7}+\tfrac3{3.3}+\tfrac1{2.5}+\tfrac2{3.5}\right)+\left(1+\tfrac23\right)=4.6583\ \mathrm{eV^{-1}}.$$

With $\xi^2/4=0.625\times10^{-3}$ eV$^2$ the second-order energies are $-0.625\times9.9833=-6.2395$ meV and $-0.625\times6.6583=-4.1614$ meV, so $K_2=k_2\xi^2=2.0781$ meV and $k_2=0.83124$ eV$^{-1}$. The exact diagonalization gives, in meV:

| | $E-E_0$ | $E_{SO}$ | $\langle H_0\rangle-E_0$ |
|---|---|---|---|
| $\hat z$ | $-6.1817$ | $-12.2989$ | $6.1172$ |
| $\hat x$ | $-4.1300$ | $-8.2246$ | $4.0946$ |
| $\Delta$ | $2.0517$ | $4.0743$ | $-2.0226$ |

The anisotropy energy is $K=2.05$ meV, or $3.29\times10^{-22}$ J per site. The belief gives $4.07$ meV, too large by $2.02$ meV, which is 99% of $K$. Half of $\Delta E_{SO}$ is $2.0372$ meV, too small by $0.0145$ meV, which is 0.7% of $K$. The ratio $K/\Delta E_{SO}$ is $0.50357$, and it falls to $0.50006$ at $\xi=1$ meV. As a test, the program takes the part of the diagonalization results that is even in $\xi$, which removes the third order, at $\xi=1$ meV, and asserts that $E-E_0$, $E_{SO}$ and $\langle H_0\rangle-E_0$ equal $e_2\xi^2$, $2e_2\xi^2$ and $-e_2\xi^2$ in each direction to a relative $10^{-4}$. It also asserts the $\sin^2\theta$ law at an oblique direction.

## The factor is the order of perturbation theory

The half is one case of a more general identity. Let the energy be the stationary value of a functional $\Phi[\rho;\xi]=\Phi_0[\rho]+\xi W[\rho]$ over a set of states that does not depend on $\xi$. The constraint of fixed electron number is of this kind, and the direction $\mathbf m$ of the exchange field is a parameter of $\Phi_0$ that is held fixed while $\xi$ varies. In the model $W=\mathrm{Tr}\,\rho V$, and $E_{SO}=\xi W[\rho_\xi]$. The chain rule gives

$$\frac{dE}{d\xi}=W[\rho_\xi]+\frac{\delta\Phi}{\delta\rho}\cdot\frac{d\rho_\xi}{d\xi}=W[\rho_\xi],$$

because $d\rho_\xi/d\xi$ is an allowed variation and $\Phi$ is stationary under those. This is the Hellmann–Feynman theorem. Multiplying by $\xi$ and subtracting two directions,

$$\Delta E_{SO}=\xi\,\frac{dK}{d\xi},\qquad \frac{K}{\Delta E_{SO}}=\left(\frac{d\ln|K|}{d\ln\xi}\right)^{-1}.$$

The ratio is the inverse of the local power with which $K$ grows with the coupling. If $K=\sum_nk_n\xi^n$, then $\Delta E_{SO}=\sum_nn\,k_n\xi^n$ and the remainder $\Delta\Phi_0=K-\Delta E_{SO}$ is $\sum_n(1-n)k_n\xi^n$. The statement "half" is therefore true when the leading anisotropic term has $n=2$ and the higher terms are small against it. The other half is carried by everything in $\Phi_0$, which is $\langle H_0\rangle$ only in the simplest case.

Integrating from zero coupling, where $K=0$, with $\xi'=\lambda\xi$ and $d\xi'/\xi'=d\lambda/\lambda$,

$$K(\xi)=\int_0^1\frac{d\lambda}\lambda\,\Delta E_{SO}(\lambda\xi).$$

No series is needed for this; $K$ need only be continuous and piecewise differentiable, with the state at each $\lambda$ the stationary one. For the $d^6$ site a quadrature of expectation values gives $2.0517$ meV, and the program asserts agreement with the eigenvalue difference to $10^{-11}$ eV. Spin-orbit expectation values do determine $K$ exactly, provided they are known at all intermediate couplings.

The identity also says what a decomposition by atoms means. With separate couplings $\xi_i$, the same argument gives $E_{SO,i}=\xi_i\,\partial E/\partial\xi_i$. For a second-order energy $\sum_{ij}a_{ij}\xi_i\xi_j$ with $a_{ij}$ symmetric, $\tfrac12E_{SO,i}=\sum_ja_{ij}\xi_i\xi_j$. These shares add up to the total, and each two-site term is split equally between its sites. That split is a convention; the cost in $\Phi_0$ need not lie on the same atom.

## The first correction

The $\xi^2$ terms of the eigenvalue equation give $(H_0-E_0)|2\rangle=(e_1-V)|1\rangle+e_2|0\rangle$, and the $\xi^3$ terms projected on $\langle0|$ give $e_3=\langle0|V|2\rangle$. The adjoint of the first-order equation is $\langle0|V=e_1\langle0|-\langle1|(H_0-E_0)$. Using $\langle0|2\rangle=0$, then the second-order equation, then $\langle1|0\rangle=0$,

$$e_3=-\langle1|H_0-E_0|2\rangle=\langle1|V-e_1|1\rangle .$$

Between singly excited states, $V$ can move the particle, which gives $\delta_{oo'}V_{uu'}$, or move the hole. For $o\neq o'$, commuting $a_u^\dagger$ past two operators and exchanging $a_o$ with $a_{o'}$ gives $a_{o'}^\dagger a_o\,a_u^\dagger a_{o'}|0\rangle=-a_u^\dagger a^\dagger_{o'}a_{o'}a_o|0\rangle=-|uo\rangle$, so the hole term is $-\delta_{uu'}V_{o'o}$. The fully diagonal element is $e_1+V_{uu}-V_{oo}$, which fits the same pattern once $e_1$ is subtracted. With $C$ as a matrix,

$$e_3=\mathrm{Tr}\,(C^\dagger V_{uu}C)-\mathrm{Tr}\,(C^\dagger C\,V_{oo}),$$

where $V_{uu}$ and $V_{oo}$ are the unoccupied and occupied blocks of $V$. With $x=k_3\xi/k_2$,

$$\frac K{\Delta E_{SO}}=\frac{1+x}{2+3x}=\tfrac12(1+x)\left(1-\tfrac32x\right)+O(x^2)=\tfrac12-\frac{k_3\xi}{4k_2}+O(\xi^2).$$

For the $d^6$ site the third-order energies are $0.0507$ meV for $\hat z$ and $0.0271$ meV for $\hat x$, so $K_3=-0.0236$ meV, $k_3=-0.18915$ eV$^{-2}$, and the ratio is $0.5+0.18915\times0.05/(4\times0.83124)=0.50284$. The program asserts $e_3$, the factor 3 in $E_{SO}$ and this slope against diagonalization at small $\xi$. What is left between $0.50284$ and $0.50357$ can be identified from the printed numbers. The remainder in $K$ is $2.0517-2.0781+0.0236=-0.0028$ meV and the remainder in $\Delta E_{SO}$ is $4.0743-2(2.0781)+3(0.0236)=-0.011$ meV. Their ratio is about 4, as it must be if the remainder is mainly of fourth order.

The correction is measured against $k_2$, not against $e_2$. If the second-order energies of the two directions nearly cancel, $x$ need not be small even though $\xi$ is small against every gap, and the half rule can then lose accuracy for $K$ while it still holds for each direction. Near cancellation alone does not force this, since $k_3$ is also a difference: in the metal treated below, at $k_BT=50$ meV, $k_2$ is about 2% of either coefficient and the ratio stays within 2% of one half. The same metal at lower temperature departs far from one half.

For a gapped, quenched ground state the anisotropy energy is half of $\Delta E_{SO}$ at second order, and in general the ratio $K/\Delta E_{SO}$ is the inverse of the local power with which $K$ grows with $\xi$. It remains to treat the torque, cubic symmetry, unquenched levels, finite temperature and self-consistency.
